# Zero of the Nernst Coefficient under Mixed Phonon and Impurity Scattering

## Question

A nondegenerate semiconductor has one isotropic parabolic band of mass $m$ and carriers of charge $q$, of either sign. With $x=\varepsilon/kT$, the momentum relaxation rate at energy $\varepsilon$ is the sum of an acoustic and an ionized-impurity part,

$$\frac1{\tau}=\frac1{\tau_a}\left(x^{1/2}+r\,x^{-3/2}\right).$$

Thus $r$ is the impurity-to-acoustic rate ratio at energy $kT$. The Coulomb logarithm is held constant, scattering is elastic, phonons stay in equilibrium, and carrier-carrier collisions are ignored. Atomic units are used in the algebra ($e=\hbar=m_e=1$).

The temperature gradient is along $x$ and the magnetic field $B$ along $z$. The isothermal Nernst coefficient is

$$N=\frac{E_y}{B\,(-\partial_xT)},\qquad \mathbf j=0,\quad \partial_yT=0,$$

where $\mathbf E$ is the actual field minus $\nabla\mu/q$, and $\mu$ is the chemical potential.

(a) Reduce the linearized Boltzmann equation to a drift equation at each energy.

(b) Derive $N$ to lowest order in $B$. Does its sign depend on that of $q$?

(c) Find the limits of pure acoustic and pure impurity scattering, and write the condition $N=0$ as an equation for $r$.

(d) How many solutions does it have?

(e) Solve it numerically and interpret the result.

(f) What happens at this ratio to the transverse heat flow driven by a current at uniform temperature?

(g) Does the zero coincide with the maximum of the Hall mobility as a function of temperature?

(h) Estimate the impurity density at the zero for compensated n-type germanium at 200 K, and judge the estimate.

## Model answers

### (a) Drift equation

Write $f=f_0+f_1$ with $f_0=e^{(\mu-\varepsilon)/kT}$, and let $f_0'=\partial f_0/\partial\varepsilon=-f_0/kT$. Differentiating $f_0$ in space gives

$$\nabla f_0=-f_0'\left[\nabla\mu+\frac{\varepsilon-\mu}{T}\nabla T\right].$$

The actual electric field contributes $f_0'\,q\,\mathbf v\cdot\mathbf E_{\rm actual}$. The magnetic force does not act on $f_0$, because $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$. To first order in the gradients and in $\mathbf E$,

$$f_0'\,\mathbf v\cdot\mathbf X+q(\mathbf v\times\mathbf B)\cdot\frac{\partial f_1}{\partial\mathbf p}=-\frac{f_1}{\tau},\qquad
\mathbf X=q\mathbf E-\frac{\varepsilon-\mu}{T}\nabla T.$$

Try $f_1=-f_0'\,\mathbf p\cdot\mathbf u(\varepsilon)$. Its momentum gradient is $-f_0'\mathbf u$ plus a vector along $\mathbf v$, which drops out of the magnetic term. Since $\mathbf u\cdot(\mathbf v\times\mathbf B)=-\mathbf v\cdot(\mathbf u\times\mathbf B)$, the magnetic term equals $f_0'\,q\,\mathbf v\cdot(\mathbf u\times\mathbf B)$. The right side is $f_0'\,m\mathbf v\cdot\mathbf u/\tau$. The equation must hold for every direction of $\mathbf v$, so

$$\frac{m\mathbf u}{\tau}=\mathbf X+q\,\mathbf u\times\mathbf B.$$

### (b) Nernst coefficient

The current is the sum of $q\mathbf v f_1$ over states. The angular average of $v_ip_j$ is $\tfrac23\varepsilon\,\delta_{ij}$, and the density of states is proportional to $\varepsilon^{1/2}$. Hence

$$\mathbf j=qn\,\frac{\tfrac23\int x^{3/2}e^{-x}\mathbf u\,dx}{\int x^{1/2}e^{-x}dx}=qn\langle\mathbf u\rangle,\qquad
\langle g\rangle=\frac{\int_0^\infty x^{3/2}e^{-x}g\,dx}{\int_0^\infty x^{3/2}e^{-x}dx}.$$

The second form follows from $\int x^{3/2}e^{-x}dx=\tfrac32\int x^{1/2}e^{-x}dx$.

Iterating the drift equation once in $B$ gives

$$\mathbf u=\frac{\tau}{m}\mathbf X+\frac{q\tau^2}{m^2}\,\mathbf X\times\mathbf B,\qquad \mathbf X\times\hat{\mathbf z}=(X_y,-X_x).$$

Here $X_y=qE_y$ is itself of order $B$. At zeroth order $j_x=0$ therefore means $\langle\tau X_x\rangle=0$, which fixes $E_x$:

$$qE_x=\frac{\partial_xT}{T}\left[kT\frac{\langle x\tau\rangle}{\langle\tau\rangle}-\mu\right]
\;\Rightarrow\;
X_x=-k\,\partial_xT\left[x-\frac{\langle x\tau\rangle}{\langle\tau\rangle}\right].$$

The chemical potential has cancelled. Next, $j_y=0$ requires $qE_y\langle\tau\rangle/m=qB\langle\tau^2X_x\rangle/m^2$. The charge cancels too, and

$$N=k\,\mu_H D,\qquad \mu_H=\frac{\langle\tau^2\rangle}{m\langle\tau\rangle},\qquad
D=\frac{\langle x\tau^2\rangle}{\langle\tau^2\rangle}-\frac{\langle x\tau\rangle}{\langle\tau\rangle}.$$

In ordinary units the prefactor is $k/e$. The sign of $N$ is independent of that of $q$. The expansion requires $\mu_HB\ll1$.

At open circuit, carriers above the energy $\langle x\tau\rangle kT/\langle\tau\rangle$ drift down the temperature gradient and those below it drift up, with no net current. The field deflects the two streams to opposite sides, with one more factor $\tau$. The two streams carry equal and opposite flows, so the one with the longer relaxation time, averaged over its flow, wins. A transverse voltage must stop the imbalance.

### (c) Limits and condition

For $\tau\propto x^s$, the relation $\Gamma(z+1)=z\Gamma(z)$ gives $\langle x\tau\rangle/\langle\tau\rangle=\tfrac52+s$ and $\langle x\tau^2\rangle/\langle\tau^2\rangle=\tfrac52+2s$. Thus $D=s$: it is $-\tfrac12$ for acoustic and $+\tfrac32$ for impurity scattering. As $D$ is continuous in $r$, a zero exists.

For the mixture $\tau=\tau_a x^{3/2}/(x^2+r)$. Its logarithmic slope, $\tfrac32-2x^2/(x^2+r)$, vanishes once, at $x=\sqrt{3r}$: below this energy $\tau$ rises, above it $\tau$ falls. Inserting $\tau$ into the averages gives the condition

$$D(r)=\frac{K_2}{K_1}-\frac{J_2}{J_1}=0,$$

$$J_1=\int_0^\infty\frac{x^3e^{-x}}{x^2+r}dx,\quad J_2=\int_0^\infty\frac{x^4e^{-x}}{x^2+r}dx,$$

$$K_1=\int_0^\infty\frac{x^{9/2}e^{-x}}{(x^2+r)^2}dx,\quad K_2=\int_0^\infty\frac{x^{11/2}e^{-x}}{(x^2+r)^2}dx.$$

### (d) There is one solution

Put $x=\lambda y$ with $\lambda=\sqrt r$. Then $\langle\tau^2\rangle/\langle\tau\rangle=\tau_aK_1/J_1=\tau_a\lambda^{-1/2}F(\lambda)$, where

$$F=\frac{\int_0^\infty p\,g\,e^{-\lambda y}dy}{\int_0^\infty p\,e^{-\lambda y}dy},\qquad p=\frac{y^3}{1+y^2},\quad g=\frac{y^{3/2}}{1+y^2}.$$

Differentiating the two integrals brings down factors $-y=-x/\lambda$, so

$$\frac{d\ln F}{d\ln\lambda}=-\frac{K_2}{K_1}+\frac{J_2}{J_1}=-D.$$

Zeros of $D$ are therefore stationary points of $F$. For small $\lambda$ large $y$ dominates and $F\propto\lambda^{1/2}$; for large $\lambda$ small $y$ dominates and $F\propto\lambda^{-3/2}$. The positive function $F$ vanishes at both ends and has a maximum $M$ between them.

To exclude other stationary points, consider $H(\lambda)=\int_0^\infty h(y)e^{-\lambda y}dy$, where $h$ changes sign $k$ times. Then $H$ has at most $k$ zeros, counted with multiplicity. For $k=0$ this is evident. Otherwise let $y_1$ be one of the sign changes. The function $e^{\lambda y_1}H$ has the same zeros as $H$, and its derivative is

$$-\int_0^\infty (y-y_1)h(y)\,e^{-\lambda(y-y_1)}dy,$$

whose integrand, apart from the exponential, changes sign $k-1$ times. By Rolle's theorem a function has at most one more zero than its derivative, and induction completes the proof.

Apply this to $h=p(g-c)$ with $c>0$. Since $g$ has a single maximum, $h$ changes sign at most twice, so $F=c$ has at most two solutions. Suppose $F$ had a second stationary point, with value $c$. It would count as a double solution of $F=c$. If $c<M$, the curve also passes $c$ on the other side of the maximum, making three. If $c=M$, there would be two double solutions, making four. Both are impossible. Hence $D$ has one zero $r^*$, with $N<0$ for $r<r^*$ and $N>0$ for $r>r^*$.

The function $F$ also has a physical meaning. The two rates are equal at the energy $\varepsilon_0=\sqrt r\,kT$, so $\lambda=\varepsilon_0/kT$. If $\tau(\varepsilon)$ is frozen while the temperature of the carrier distribution varies, then $\mu_H\propto F$ and $D=d\ln\mu_H/d\ln T$. The Nernst coefficient vanishes where this frozen-rate Hall mobility is largest.

### (e) Numerical solution

The substitution $x=t^2$ removes the half-integer powers, for instance $K_1=2\int_0^\infty t^{10}e^{-t^2}dt/(t^4+r)^2$. Bracketing the sign change of $D$ then gives

$$r^*=1.4847.$$

Maximizing the frozen-rate Hall mobility separately gives 1.48468, against 1.484679 from the root. At the zero both mean energies in $D$ equal $2.559\,kT$, and $\tau$ is longest at $\sqrt{3r^*}\,kT=2.11\,kT$.

The value depends on the reference energy, because the rate ratio at energy $xkT$ is $r/x^2$. Quoted at $\tfrac32kT$, the same zero is at $1.4847/2.25=0.660$. At the mean energy $2.559\,kT$ the ratio is $1.4847/2.559^2=0.23$, so phonons still dominate there.

The slope $dD/d\ln r=0.156$ at the zero is small. A disturbance that changes $D$ by 0.01 moves $r^*$ by about $0.01/0.156=6\%$.

### (f) The Onsager partner

Write the solution of the drift equation as $\mathbf u=\mathsf M(\varepsilon)\mathbf X$. The electric current and the heat current $\mathbf w=n\langle(\varepsilon-\mu)\mathbf u\rangle$ are

$$\mathbf j=\sigma\mathbf E-\alpha\nabla T,\qquad \mathbf w=\beta\mathbf E-\kappa_e\nabla T.$$

The matrix multiplying $-\nabla T$ in $\mathbf j$ is $\alpha=qn\langle(\varepsilon-\mu)\mathsf M\rangle/T$, and the one multiplying $\mathbf E$ in $\mathbf w$ is $\beta=qn\langle(\varepsilon-\mu)\mathsf M\rangle$. Thus $\beta=T\alpha$ at the same field. This agrees with the Onsager relation $\beta(B)=T\alpha^{\rm T}(-B)$, since in an isotropic plane the off-diagonal part of $\alpha$ is antisymmetric and odd in $B$.

At open circuit $\mathbf E=\sigma^{-1}\alpha\nabla T$, so the definition of $N$ means $(\sigma^{-1}\alpha)_{yx}=-NB$. At uniform temperature with $j_y=0$, $\mathbf w=T\alpha\sigma^{-1}\mathbf j$. Matrices of this isotropic form commute, which gives

$$w_y=-N\,T\,B\,j_x.$$

The transverse heat flow, which is the source of the Ettingshausen effect, reverses at the same $r^*$.

### (g) The Hall-mobility peak

In a real sample the lattice warms with the carriers. The acoustic rate is proportional to $T\varepsilon^{1/2}$, hence to $T^{3/2}$ at $\varepsilon=kT$. The impurity rate there goes as $T^{-3/2}$ at fixed impurity density and logarithm. So $r\propto T^{-3}$ and $\tau_a\propto T^{-3/2}\propto\lambda$. The Hall mobility then varies as $\lambda\cdot\lambda^{-1/2}F=\lambda^{1/2}F$, and

$$\frac{d\ln\mu_H}{d\ln\lambda}=\frac12-D.$$

The peak requires $D=\tfrac12$, not $D=0$. Numerically it lies at $r=16.2$. A sample whose Nernst coefficient vanishes at 200 K would have its Hall peak at $200\,(1.4847/16.16)^{1/3}=90$ K in this model. Its Nernst coefficient is positive below 200 K and negative above.

### (h) Germanium at 200 K

**Rates.** By equipartition, the mean square dilation of one long-wave acoustic mode in volume $V$ is $kT/(\rho u^2V)$, with mass density $\rho$ and sound speed $u$. A dilation shifts the band edge by $E_1$ times its value. The golden rule, with the density of states per spin and valley $m^{3/2}\varepsilon^{1/2}/(\sqrt2\pi^2)$, gives

$$\frac1{\tau_{ac}}=\frac{\sqrt2\,m^{3/2}E_1^2\,kT}{\pi\rho u^2}\,\varepsilon^{1/2}.$$

This scattering is isotropic, so momentum relaxes at the same rate.

For a screened charge, $e^{-q_sR}/(\kappa R)$ at distance $R$, the Born cross section is $[2m/\kappa(Q^2+q_s^2)]^2$ with $Q^2=2p^2(1-\cos\theta)$. Weighting it with $1-\cos\theta=w$ requires

$$\int_0^2\frac{w\,dw}{(2p^2w+q_s^2)^2}=\frac{L}{4p^4},\qquad L=\ln(1+b)-\frac b{1+b},\quad b=\frac{8m\varepsilon}{q_s^2}.$$

Multiplying by $2\pi(2m/\kappa)^2N_I\,p/m$ and using $p^2=2m\varepsilon$,

$$\frac1{\tau_{ii}}=\frac{\pi N_IL}{\sqrt{2m}\,\kappa^2\varepsilon^{3/2}},\qquad q_s^2=\frac{4\pi n}{\kappa kT}.$$

**Numbers.** Rough typical inputs are $E_1=11$ eV, $\rho=5.3$ g/cm³, $u=5.4$ km/s, $\kappa=16$, and valley masses 1.6 and 0.08. The isotropic mass is $m=(1.6\cdot0.08^2)^{1/3}=0.217$. Compensation is chosen so that $n=0.2N_I$. Then $kT=0.01723$ eV $=6.33\times10^{-4}$ and $1/\tau_a=0.934$ ps$^{-1}=2.26\times10^{-5}$ in atomic units. With $L$ fixed at its value for $3kT$, 7.10,

$$N_I=\frac{r^*\sqrt{2m}\,\kappa^2(kT)^{3/2}}{\pi L\tau_a}=4.0\times10^{-9}\,a_0^{-3}=2.7\times10^{16}\ \text{cm}^{-3}.$$

The Hall mobility at the zero is about 4000 cm²/Vs. With acoustic scattering alone the drift mobility is about 6500 cm²/Vs and the Hall factor is $\langle\tau^2\rangle/\langle\tau\rangle^2=\Gamma(\tfrac32)\Gamma(\tfrac52)/\Gamma(2)^2=3\pi/8$, so

$$N=86.2\times(0.65\times1.18)\times(-0.5)=-33\ \mu\text{V/(K T)}.$$

With the acoustic rate held fixed, $N$ is $-6.6$ at $r^*/3$ and $+4.9$ µV/(K T) at $3r^*$.

**Comparison with the real material.** Each change below is made alone, except that the ellipsoidal valleys are combined with the Brooks–Herring logarithm.

- *Coulomb logarithm.* Letting $L$ vary with energy (Brooks–Herring) moves the density to $3.3\times10^{16}$ cm⁻³. The Conwell–Weisskopf form, $L=\ln[1+(\kappa\varepsilon N_I^{-1/3})^2]$, gives $6.1\times10^{16}$. The actual rate ratio at $kT$ is 1.47 in the first case and, with $L(kT)\approx3.2$, about 1.5 in the second. The criterion in $r$ hardly moves; its translation into a density does.
- *Ellipsoidal valleys.* With anisotropic masses, an isotropic acoustic rate and only two impurity relaxation times per valley, along and across its axis, the Brooks–Herring density falls from 3.3 to $2.1\times10^{16}$ cm⁻³. Most of this drop is due to the two-time approximation. In such elongated valleys impurity scattering depends strongly on the direction of motion, and when the carrier distribution is allowed to follow this dependence, the density is about $3.1\times10^{16}$ cm⁻³.
- *Optical phonons.* With energy 0.037 eV and coupling 5.5 eV/Å they raise the critical ratio to 2.35, or by 58%. This is the largest shift found in $r^*$.
- *Phonon drag.* Drifting carriers pass momentum to the phonons at the rate $1/\tau_{ac}$. Kept for a phonon lifetime $\tau_{ph}$, this momentum carries a heat flow equal to $u^2$ times itself. By the Onsager relation, the energy $mu^2\tau_{ph}/\tau_{ac}$ is then added to $x\,kT$ in $X_x$. Assume $\tau_{ph}=100$ ps for the phonons that scatter carriers of energy $kT$, varying as the inverse square of wave number, hence as $1/x$. With $1/\tau_{ac}\propto x^{1/2}$ the added energy is $0.195\,kT\,x^{-1/2}$. The ratio becomes 1.52. The result depends on the assumed lifetime: 1 ns would give 1.94.
- *Electron-electron collisions.* They are modelled by relaxation towards the mean drift at the constant rate $0.2\,r/\tau_a$. At zero current the mean drift vanishes, so this rate adds to $1/\tau$, and the ratio becomes 1.44. This model is crude: the full linearized Coulomb collision operator (with the same logarithm as for the impurities) shifts the ratio about three times as far, to about 1.35. The estimate does not cover uncompensated material, where $n\approx N_I$.
- *Statistics and field.* Fermi statistics give 1.485. A field of 0.5 T, where $\mu_HB=0.20$, gives 1.475.

The acoustic mobility is of the size expected for pure germanium, but this is no confirmation. The conductivity mass $3/(1/1.6+2/0.08)=0.117$ would raise it by a factor 1.9, while optical phonons would lower it. The corrections also add up. With optical phonons included, the zero lies at $5.6\times10^{16}$ cm⁻³ for the Brooks–Herring logarithm, at $10\times10^{16}$ for Conwell–Weisskopf, and at about $5.5\times10^{16}$ for ellipsoidal valleys with the full directional dependence. Compared with exact phase shifts, the Born approximation overestimates scattering at $kT$ by about 10% for donors and by 30 to 40% for acceptors. For the present mixture (60% donors, 40% acceptors) the excess is about 20% at $kT$ and 7 to 8% at $2.56\,kT$, which raises the Brooks–Herring density with optical phonons from 5.6 to about $6.8\times10^{16}$ cm⁻³. For the inputs above, these models place the sign change roughly between $5\times10^{16}$ and $10^{17}$ ionized impurities per cm³. They all treat the ions as independent scatterers in a uniform band, which is marginal here: the screening length is 1.3 to 1.4 times the mean ion spacing $N_I^{-1/3}$, and the screened potential of randomly placed ions fluctuates by 0.6 to 0.7 $kT$ (root mean square). The range is therefore a guide to the order of magnitude. The inputs matter too. With optical phonons and the Brooks–Herring logarithm, changing $E_1$ from 9 to 13 eV moves the density from 4.2 to $7.4\times10^{16}$ cm⁻³, and changing $n/N_I$ from 0.05 to 0.5 moves it from 4.3 to $7.1\times10^{16}$ cm⁻³. The value $r^*=1.4847$ belongs to the two-rate model.

## Table of computed values

```
r_star, rate ratio at kT: 1.484679
r_star from frozen-rate Hall maximum: 1.48468
rate ratio at 3kT/2 for r_star: 0.65986
D in acoustic limit: -0.5
D in impurity limit: 1.5
dD/dln r at zero: 0.1561
<x tau>/<tau> at zero: 2.55934
<x tau^2>/<tau^2> at zero: 2.55934
energy of longest tau / kT: 2.11
INPUT temperature: 200 K
INPUT longitudinal mass: 1.6 m_e
INPUT transverse mass: 0.08 m_e
INPUT valleys: 4
INPUT dielectric constant: 16
INPUT acoustic deformation potential: 11 eV
INPUT mass density: 5.3 g/cm3
INPUT sound speed: 5.4 km/s
INPUT free electrons per ionized impurity: 0.2
thermal energy kT: 0.01723 eV
isotropic model mass: 0.2172 m_e
acoustic rate at kT: 0.9338 1/ps
Coulomb logarithm factor at 3kT: 7.1
impurity density at zero, constant log: 2.728e+16 cm^-3
free-electron density at zero: 5.457e+15 cm^-3
acoustic-only drift mobility: 6525 cm2/Vs
drift mobility at zero: 3871 cm2/Vs
Hall mobility at zero: 4030 cm2/Vs
N, acoustic only: -33.12 uV/(K T)
N at r_star/3: -6.577 uV/(K T)
N at 3 r_star: 4.932 uV/(K T)
r at real Hall-mobility peak: 16.16
temperature of that peak, same sample: 90.25 K
zero density, Brooks-Herring log: 3.292e+16 cm^-3
actual rate ratio at kT there: 1.467
zero density, Conwell-Weisskopf log: 6.133e+16 cm^-3
zero density, ellipsoidal valleys: 2.093e+16 cm^-3
INPUT optical phonon energy: 0.037 eV
INPUT optical coupling: 5.5 eV/angstrom
zero ratio with optical phonons: 2.346
INPUT phonon lifetime for drag: 100 ps
drag energy / kT at thermal energy: 0.1951
zero ratio with phonon drag: 1.516
zero ratio with electron-electron term: 1.441
free density / band density of states: 0.000987
zero ratio with Fermi statistics: 1.48526
INPUT finite magnetic field: 0.5 T
Hall mobility times field: 0.2015
zero ratio in that field: 1.475
inelastic/elastic acoustic rate at kT: 0.99757
INPUT donor binding energy: 0.01 eV
neutral/ionized donors: 0.003526
INPUT lattice heat conductivity: 100 W/(m K)
electronic/lattice heat conductivity: 1.045e-05
```
